# Breathing-mode wavenumber of a one-nanometre carbon nanotube

## Question

A long single-walled carbon nanotube of diameter $d=2R=1$ nm is modelled as a thin, isotropic elastic cylinder. Its wall has

- in-plane stiffness $Y=340$ N/m,
- Poisson ratio $\nu=0.165$,
- mass per area $\rho=7.6\times10^{-7}$ kg/m².

Here $Y$ is the two-dimensional Young modulus: the force per width divided by the strain, for a strip whose sides are free to contract. A single layer of atoms has no well-defined thickness, so forces are given per width. In the breathing mode every point of the wall moves radially, in phase, by the same small displacement $w(t)$, and there is no axial strain. Bending stiffness and surroundings are neglected until part (e).

**(a)** Find the hoop strain, and the hoop tension per width that it produces.

**(b)** Derive the angular frequency of the mode.

**(c)** Show that the wavenumber is near 228 cm⁻¹. Find the quantum energy and the mean occupation at 300 K, and say how the wavenumber responds to a small change of diameter.

**(d)** A stretched strip contracts sideways, and the ends of the tube are free. Explain, by letting the wall move axially as well, why a tube 50 nm long nevertheless vibrates as if axial strain were forbidden. What happens in a very short hoop?

**(e)** Estimate the effects of bending stiffness (about 1.5 eV), of a rigid graphite-like wall touching the tube all round, and of warming by 100 K. What do they imply for a diameter deduced from a measured wavenumber?

## Model answers

### (a) Strain and tension

The displacement changes the circumference from $2\pi R$ to $2\pi(R+w)$. The hoop strain is therefore

$$\varepsilon_\theta=\frac{2\pi(R+w)-2\pi R}{2\pi R}=\frac{w}{R}.$$

Let $T_\theta$ and $T_z$ be the hoop and axial tensions per width, positive when they pull. Each tension stretches the wall along its own direction and contracts it across, so Hooke's law for the sheet reads

$$\varepsilon_\theta=\frac{T_\theta-\nu T_z}{Y},\qquad
\varepsilon_z=\frac{T_z-\nu T_\theta}{Y}.$$

With $\varepsilon_z=0$, the second equation gives $T_z=\nu T_\theta$. An axial tension is needed to prevent the sideways contraction. Substitution in the first equation gives

$$\varepsilon_\theta=\frac{(1-\nu^2)T_\theta}{Y},$$

and hence

$$T_\theta=C\,\frac{w}{R},\qquad C=\frac{Y}{1-\nu^2}.$$

The modulus $C$ exceeds $Y$ because a strip that may not contract is harder to stretch.

### (b) Equation of motion

Take a piece of wall of axial width $b$ that subtends a small angle $\delta\phi$ at the axis. Its mass is $\rho bR\,\delta\phi$. The neighbouring wall pulls on each of its two curved-direction ends with a force $T_\theta b$ along the local tangent. These tangents are tilted by $\delta\phi/2$ from the tangent at the middle of the piece, so each force has an inward component $T_\theta b\sin(\delta\phi/2)$. For small $\delta\phi$ the two together give $T_\theta b\,\delta\phi$.

The axial tension has no radial component, because lines parallel to the axis stay straight. With $w$ positive outwards, Newton's law is

$$\rho bR\,\delta\phi\,\ddot w=-T_\theta b\,\delta\phi .$$

Dividing by $bR\,\delta\phi$ and inserting the tension from (a),

$$\rho\ddot w=-\frac{T_\theta}{R}=-\frac{C}{R^2}\,w .$$

The radius may be kept at $R$ here, since $T_\theta$ is already of first order in $w$. This is a harmonic oscillator with

$$\omega_0=\frac1R\sqrt{\frac C\rho}=\frac2d\sqrt{\frac{Y}{\rho(1-\nu^2)}} .$$

One factor $1/R$ in $C/R^2$ comes from the strain and the other from the inward pull of a curved wall under tension. A flat sheet has neither, and $\omega_0$ tends to zero as $R$ grows.

### (c) Numbers

First, $1-\nu^2=0.97278$, so

$$C=\frac{340}{0.97278}=349.5\ \text{N/m},$$

$$\sqrt{\frac C\rho}=\sqrt{\frac{349.5}{7.6\times10^{-7}}}=2.1445\times10^4\ \text{m/s}.$$

Dividing by $R=0.5\times10^{-9}$ m gives $\omega_0=4.289\times10^{13}$ rad/s, a period of 0.1465 ps. The wavenumber is the frequency divided by the speed of light $c$, taken in cm/s:

$$\tilde\nu_0=\frac{\omega_0}{2\pi c}
=\frac{4.289\times10^{13}}{2\pi\times2.998\times10^{10}}
=227.7\ \text{cm}^{-1}.$$

This is near 228 cm⁻¹, as required. It describes the frequency of the vibration; it is not the inverse of a wavelength along the tube.

The quantum energy is $\hbar\omega_0=28.2$ meV, and the thermal energy at 300 K is $k_BT=25.9$ meV. The mean occupation in equilibrium is

$$\bar n=\frac{1}{e^{\hbar\omega_0/k_BT}-1}
=\frac{1}{e^{1.092}-1}=0.505 .$$

The mode is thus partly excited at room temperature and takes part in storing heat.

With the wall properties held fixed, $\tilde\nu_0$ is proportional to $1/d$, and $\tilde\nu_0d=227.7$ nm/cm. For small changes,

$$\frac{\delta\tilde\nu_0}{\tilde\nu_0}=-\frac{\delta d}{d}.$$

An increase of the diameter by 0.01 nm lowers the wavenumber by about 2.3 cm⁻¹. This is why Raman spectroscopy of the mode can be used to estimate the diameter.

The meaning of "stiffness" enters at the level of a few cm⁻¹. If 340 N/m had been defined with the sides held at fixed width, it would already be $C$. The wavenumber would then be 224.6 cm⁻¹.

### (d) Why free ends do not matter in a long tube

Let the axial displacement be $u(z,t)$ and the radial displacement $w(z,t)$, both the same all round the tube. The strains are $\varepsilon_z=\partial u/\partial z$ and $\varepsilon_\theta=w/R$. Solving the two Hooke equations of (a) for the tensions gives

$$T_z=C\left(\frac{\partial u}{\partial z}+\nu\frac wR\right),\qquad
T_\theta=C\left(\frac wR+\nu\frac{\partial u}{\partial z}\right).$$

The net axial force per area is the gradient of $T_z$, so the equations of motion are

$$\rho\ddot u=\frac{\partial T_z}{\partial z},\qquad
\rho\ddot w=-\frac{T_\theta}{R}.$$

The radial part of $T_z$ on a slightly sloping wall is a product of two small quantities and is dropped. Place the middle of the tube at $z=0$ and try

$$u=A\sin kz\,\cos\omega t,\qquad w=B\cos kz\,\cos\omega t .$$

Substitution gives

$$\rho\omega^2A=C\left(k^2A+\frac{\nu k}{R}B\right),\qquad
\rho\omega^2B=\frac CR\left(\frac BR+\nu kA\right).$$

Multiply both by $R^2/C$ and write $q=kR$ and $\lambda=\omega^2/\omega_0^2=\rho\omega^2R^2/C$. Then

$$(\lambda-q^2)A=\nu qB,\qquad(\lambda-1)B=\nu qA .$$

Multiplying the two equations and cancelling $AB$ gives, for $q\neq0$,

$$(\lambda-q^2)(\lambda-1)=\nu^2q^2,$$

or

$$\lambda^2-(1+q^2)\lambda+q^2(1-\nu^2)=0 .$$

There are two branches. They would be a purely axial wave, $\lambda=q^2$, and a purely radial vibration, $\lambda=1$, if $\nu$ were zero.

**Free ends.** At $z=\pm L/2$ the tension $T_z$ must vanish. It is proportional to $\cos kz$, so $\cos(kL/2)=0$ and $k=\pi/L,\,3\pi/L,\dots$ The alternative, a zero prefactor, would make $T_z$ vanish everywhere. Then $\ddot u=0$, and for a vibration this means $A=0$ and hence $B=0$, which is no motion.

The mode with $k=\pi/L$ most resembles uniform breathing. The normalized profile $\sqrt{2/L}\cos(\pi z/L)$ has an overlap with the normalized uniform profile $1/\sqrt L$ of

$$\frac{\sqrt2}{L}\int_{-L/2}^{L/2}\cos\frac{\pi z}{L}\,dz
=\frac{\sqrt2}{L}\,\frac{2L}{\pi}=\frac{2\sqrt2}{\pi}.$$

Its square is $8/\pi^2=0.811$. The rest of the uniform motion is shared mainly among the next few modes, which in a long tube have nearly the same frequency.

**Long tube, $q\ll1$.** On the upper branch $\lambda$ is near 1, and the product equation gives

$$\lambda-1=\frac{\nu^2q^2}{\lambda-q^2}\simeq\nu^2q^2,
\qquad \omega\simeq\omega_0\left(1+\tfrac12\nu^2q^2\right).$$

For $L=50$ nm, $q=\pi\times0.5/50=0.0314$. The wavenumber rises by

$$227.7\times\tfrac12\times0.165^2\times0.0314^2=0.003\ \text{cm}^{-1},$$

which is negligible.

The amplitudes show the reason. From the first amplitude equation $A\simeq\nu qB$, so the ratio of axial to hoop strain is

$$\frac{kA}{B/R}=\frac{qA}{B}\simeq\nu q^2\simeq1.6\times10^{-4}.$$

Full sideways contraction would require the ratio $-\nu=-0.165$. The actual strain is about a thousand times smaller and has the opposite sign, as for an oscillator driven far above its own resonance. The axial resonance of this tube lies on the lower branch. The product of the two roots is $q^2(1-\nu^2)$ and the upper root is near 1, so the lower root is $\lambda\simeq q^2(1-\nu^2)$, or $\omega\simeq k\sqrt{Y/\rho}$. This is far below $\omega_0$.

In terms of time, axial stress travels at about 21 km/s and covers about 3 nm in one breathing period. The middle of a 50 nm tube cannot contract towards itself before the hoop strain has reversed. It is the axial inertia of the wall, not a clamp, that keeps $\varepsilon_z\simeq0$ in this mode.

The same expansion gives the speed at which a packet of such vibrations carries energy along the tube:

$$\frac{d\omega}{dk}\simeq\nu^2q\sqrt{\frac C\rho}.$$

At $q=0.0314$ this is only about 18 m/s. Because $\nu^2$ is small, the figure is sensitive to what is neglected: the bending stiffness of part (e) adds terms of comparable size, and with a simple curvature energy it lowers the speed to about 13 m/s. Long-wave breathing vibrations store heat but transport it slowly, compared with the axial waves of the lower branch.

**Very short hoop, $q\gg1$.** Now take the lower branch, where $\lambda$ stays finite:

$$\lambda-1=\frac{\nu^2q^2}{\lambda-q^2}\to-\nu^2,
\qquad \omega^2\to(1-\nu^2)\frac{C}{\rho R^2}=\frac{Y}{\rho R^2}.$$

The first amplitude equation gives $A\simeq-\nu B/q$, so the strain ratio $qA/B$ tends to $-\nu$. The hoop contracts freely, $C$ is replaced by $Y$, and the wavenumber is 224.6 cm⁻¹. Since $q=\pi R/L$, the limit is nearly reached once $L$ is as small as $R$: for $L=R=0.5$ nm the quadratic equation gives 224.2 cm⁻¹. At this width bending stiffness makes the profile $\cos(\pi z/L)$ costly, and the breathing motion becomes almost uniform across the hoop; this change of profile moves the wavenumber only to 224.3 cm⁻¹. Such a hoop is only a few atoms wide, so the continuum equations are a rough guide there.

Between the two limits, near $q=1$ or $L=\pi R\approx1.6$ nm, the axial and radial motions have similar frequencies and mix strongly. At $q=1$ the roots are $\lambda=1\pm\nu$, and neither simple formula holds.

### (e) What the model leaves out

**Bending.** A graphene sheet is naturally flat, and rolling it to radius $r$ costs an energy $D/(2r^2)$ per area, with $D\approx1.5$ eV as a rough value. For an estimate, assume that the bending energy per atom keeps this dependence on $r$ while the wall stretches. The tube can then lower its energy by expanding slightly. Let $R_0$ be the radius at which the wall is unstretched. With no axial strain, the energy per length of tube is

$$E(r)=\pi R_0\left[C\left(\frac{r-R_0}{R_0}\right)^2+\frac{D}{r^2}\right].$$

The observed radius $R$ is the one at which $E'(R)=0$:

$$\frac{2C(R-R_0)}{R_0^2}=\frac{2D}{R^3}
\quad\Rightarrow\quad
\frac{R-R_0}{R_0}\simeq e,\qquad e=\frac{D}{CR^2}.$$

Here

$$e=\frac{1.5\times1.602\times10^{-19}}{349.5\times(0.5\times10^{-9})^2}=0.00275 .$$

The mass per length is $2\pi R_0\rho$. Dividing $E''(R)$ by it gives

$$\omega^2=\frac{C}{\rho R_0^2}+\frac{3D}{\rho R^4}
\simeq\omega_0^2\,(1+2e+3e).$$

The term $2e$ arises because $R_0$ is smaller than $R$, and $3e$ is the curvature of the bending energy. The frequency rises by the fraction $5e/2$, which is 0.7% or about 1.6 cm⁻¹.

This is a size, not a correction to apply. It rests on the assumed form of the bending energy. If that energy depended only on the angle between neighbouring pieces of wall, which uniform breathing leaves unchanged, there would be neither expansion nor shift. Moreover, in the estimate above the wall is under a small hoop strain $e$, and a real sheet softens when stretched. If its modulus falls to $C(1-\beta e)$, the frequency drops by the fraction $\beta e/2$, and $\beta=5$ would cancel the rise. The given data do not fix $\beta$.

**Surroundings.** Graphite resists a change of layer spacing with a modulus of roughly 37 GPa, at a spacing of 0.335 nm. If the value for flat layers is used, a rigid wall at that distance, all round the tube, acts as a radial spring per area

$$K=\frac{37\times10^9}{0.335\times10^{-9}}=1.10\times10^{20}\ \text{N/m}^3 .$$

The equation of motion becomes $\rho\ddot w=-(C/R^2+K)w$, so

$$\frac{\omega}{\omega_0}=\sqrt{1+\frac{KR^2}{C}}=\sqrt{1+0.079}=1.039 .$$

The wavenumber rises by 8.8 cm⁻¹, to 236.5 cm⁻¹. This ignores the curvature of the gap. A wall that bends around the tube has more atoms close to each tube atom than a flat one. With a Lennard-Jones force averaged over the walls and fitted to the flat-layer spacing and to $K$ above, this adds about 1 cm⁻¹ to the shift if the gap has its equilibrium width, and a little over 2 cm⁻¹ if the gap is held at 0.335 nm. At fixed $K$ the ratio $KR^2/C$ grows as $R^2$, so surroundings matter more, relative to the wall's own stiffness, in wider tubes.

**Temperature.** With a rough coefficient of $-0.01$ cm⁻¹/K, warming by 100 K lowers the wavenumber by about 1 cm⁻¹.

**Consequence for the diameter.** Suppose that the fully surrounded tube is measured at 236.5 cm⁻¹ and the free-tube relation is used. The deduced diameter is $227.7/236.5=0.963$ nm, which is 4% below the true 1 nm. For these inputs the surroundings are the largest of the three effects. Bending and warming each move the deduced diameter by less than 1%.

**The real case.** The wall data are representative of graphene. The areal density can be checked from its lattice: two carbon atoms of 12.011 atomic mass units occupy a cell of area $\sqrt3a^2/2$, and $a=0.246$ nm gives $7.61\times10^{-7}$ kg/m². A diameter of 1 nm is within the range used in nanotube transistors, and measured breathing modes of such tubes lie, roughly, somewhat above 200 cm⁻¹. In a device the tube may rest on an oxide or touch other tubes, which breaks the assumption of a free surface. The rigid wall all round is a strong form of graphite-like contact, though not an upper bound: an elastic outer tube with the same gap and spring moves against the inner one and gives 237.1 cm⁻¹. A tube touched along one side has a smaller average spring, but it is also pushed out of round, which this model does not describe. The continuum wall also ignores how the atomic rows wind around the tube and how curvature alters the bonds. For these reasons 228 cm⁻¹ should be read as the free-tube value of this model, with an uncertainty of at least a few cm⁻¹ when it is applied to a real tube.

Numbers in the example were calculated in double precision.
